# Exponential Decay of Electrostatic Corrugation above an Oxide Surface

## A factor of 69 in 0.2 nm

Take an ideal magnesium oxide (001) surface as a lattice of point ions with charges $\pm2$ and a rough lattice constant of 0.42 nm. Summing the ions' Coulomb potentials gives a difference of 269 mV between a point above a cation and a point above an anion, both 0.3 nm above the top plane. At 0.5 nm the difference is 3.9 mV. It has fallen by a factor of 69, while the potential of a single charge would have fallen by only $5/3$.

The questions are what sets this rate, how accurate a single exponential is, and when a two-dimensional semiconductor placed on the oxide would feel something else. Derivations use Hartree atomic units, with $\nabla^2\phi=-4\pi\rho$. For numbers, a potential $q/r$ becomes $qk/r$, with $k=1.440$ V nm. An electron's potential energy in eV is minus the potential in V.

## The general decay law

Let the static charge density $\rho$ have the two-dimensional period of the surface, be neutral on average, and lie below $z=0$. No external field is applied. With $\mathbf r=(x,y)$, write

$$\phi(\mathbf r,z)=\sum_{\mathbf G}\phi_{\mathbf G}(z)e^{i\mathbf G\cdot\mathbf r}.$$

In the vacuum $\nabla^2\phi=0$. The lateral derivatives give $-G^2$, so

$$\phi_{\mathbf G}''=G^2\phi_{\mathbf G},\qquad \phi_{\mathbf G}\propto e^{-Gz}\quad(G>0).$$

The growing solution is excluded because the potential must stay bounded. For $G=0$ the solution is linear in $z$; neutrality and the absence of an applied field remove the slope, leaving a constant.

For the amplitude, consider a charged sheet at $z'$ with Fourier coefficient $\sigma_{\mathbf G}$. Its potential is $Be^{-G|z-z'|}$. Integrating $\phi_{\mathbf G}''-G^2\phi_{\mathbf G}=-4\pi\sigma_{\mathbf G}\delta(z-z')$ across the sheet gives $-2GB=-4\pi\sigma_{\mathbf G}$, hence $B=2\pi\sigma_{\mathbf G}/G$. Adding all sheets,

$$\phi_{\mathbf G}(z)=\frac{2\pi}{G}W_{\mathbf G}e^{-Gz},\qquad W_{\mathbf G}=\int_{-\infty}^{0}\rho_{\mathbf G}(z')e^{Gz'}dz'.$$

At large height the smallest $G$ with $W_{\mathbf G}\neq0$ dominates. Call it $G_1$ and the next active length $G_2$. The first correction is smaller than the leading term by a factor of order $e^{-(G_2-G_1)z}$. The condition on $W_{\mathbf G}$ matters: a short reciprocal vector that carries no charge weight does not set the decay.

## Rocksalt (001): the leading term

The primitive surface cell is a square of side $b=a/\sqrt2$, with a cation $+q$ at the corner and an anion $-q$ at the centre. For $\mathbf G=(2\pi/b)(m,n)$,

$$\sigma_{\mathbf G}=\frac{q}{b^2}\left[1-e^{-i\pi(m+n)}\right]=\frac{q}{b^2}\left[1-(-1)^{m+n}\right].$$

This equals $2q/b^2$ for odd $m+n$ and vanishes for even $m+n$. The shortest active vectors are $(\pm1,0)$ and $(0,\pm1)$, so

$$G_1=\frac{2\pi}{b}=\frac{2\sqrt2\,\pi}{a}.$$

The larger square of side $a$ would suggest $2\pi/a$. That square, however, contains two primitive cells related by a translation through $(a/2,a/2)$. The translation leaves the charge unchanged but multiplies the coefficient at $(2\pi/a,0)$ by $-1$, so the coefficient must be zero.

The next plane lies $d=a/2$ lower, with cations and anions exchanged. The exchange is a shift by $(b/2,b/2)$, which multiplies an active coefficient by $(-1)^{m+n}=-1$. All planes together give

$$\sum_{j=0}^{\infty}(-1)^je^{-jGd}=\frac1{1+e^{-Gd}}.$$

Define the corrugation $C(z)$ as the potential above a cation minus that above an anion. Between these sites the phase factor changes from 1 to $(-1)^{m+n}$, so each active term enters twice:

$$C(z)=2\sum_{m+n\ \mathrm{odd}}\phi_{\mathbf G}(z)=\frac{8\pi q}{b^2}\sum_{m+n\ \mathrm{odd}}\frac{e^{-Gz}}{G(1+e^{-Gd})}.$$

The four shortest vectors contribute $4(8\pi q/b^2)(b/2\pi)=16q/b$. Since $G_1d=\sqrt2\,\pi$,

$$C_1(z)=\frac{16q}{b}\,\frac{e^{-2\pi z/b}}{1+e^{-\sqrt2\pi}}.$$

For the example, $b=0.42/\sqrt2=0.297$ nm and $G_1=2\pi/b=21.16$ nm$^{-1}$. The decay length is

$$1/G_1=0.047\ \text{nm}=0.89\ \text{bohr},$$

and a tenfold drop takes $\ln10/G_1=0.109$ nm. The prefactor is

$$\frac{16(2)(1.440)}{0.297}\times0.988=153\ \text{V}.$$

This is an extrapolation to $z=0$, not a potential found there. At 0.3 nm the exponent is $-6.35$, giving $C_1=0.269$ V. Between 0.3 and 0.5 nm the factor is $e^{21.16\times0.2}=69$, which explains the opening numbers. The direct ion sums at 0.5 and 0.6 nm give the same rate, 21.16 nm$^{-1}$.

## The first correction and the near limit

The next vectors with odd $m+n$ are $(\pm2,\pm1)$ and $(\pm1,\pm2)$: eight vectors of length $\sqrt5\,G_1$. Relative to the leading four, their number gives a factor $8/4$ and the $1/G$ in the amplitude gives $1/\sqrt5$. Thus $C\simeq C_1(1+R)$, with

$$R(z)=\frac{2}{\sqrt5}\,e^{-(\sqrt5-1)G_1z}\,\frac{1+e^{-\sqrt2\pi}}{1+e^{-\sqrt{10}\pi}}.$$

At 0.3 nm, $R=3.5\times10^{-4}$. The direct sum there is 268.774 mV and the leading formula gives 268.678 mV, a difference of $3.6\times10^{-4}$ relative to the formula. The correction accounts for nearly all of it.

The correction also changes the local decay rate. Since $R'=-(\sqrt5-1)G_1R$,

$$-\frac{d\ln C}{dz}=G_1-\frac{R'}{1+R}\simeq G_1\left[1+(\sqrt5-1)R\right].$$

The rate at 0.3 nm therefore exceeds its asymptotic value by only 0.04%.

Close to the plane the expansion loses its advantage. Setting $R=0.1$ gives $G_1z\approx1.8$, or $z\approx0.08$ nm; with the still longer vectors included, the full sum exceeds $C_1$ by 10% already at 0.09 nm. Below that height many vectors contribute, and directly above a point ion their sum must build up the singular potential $q/z$. Real ions have overlapping electron clouds there, so this near limit belongs to the point-ion model and not to a usable channel position.

## A second case: a doubled surface period

Suppose the top-plane cation charges alternate as $q\pm\eta$ from cell to cell along one primitive axis. The new cell has area $2b^2$, and the shortest wavevectors added by the modulation are $\pm(\pi/b,0)$. Its Fourier coefficient there is

$$\frac{\eta(1-e^{-i\pi})}{2b^2}=\frac{\eta}{b^2}.$$

With $K=\pi/b$, the two vectors give, above a cation of charge $q+\eta$,

$$2\left(\frac{2\pi}{K}\right)\frac{\eta}{b^2}e^{-Kz}=\frac{4\eta}{b}e^{-\pi z/b}.$$

Above a cation of charge $q-\eta$ the sign is reversed, so the leading term of the peak-to-valley value is

$$C_{\rm double}(z)=\frac{8\eta}{b}e^{-\pi z/b}.$$

Its decay length is 0.095 nm, twice the ideal one. For $\eta=0.02$, one percent of the ionic charge, the prefactor is $8(0.02)(1.440)/0.297=0.776$ V. Equating the two leading terms gives

$$z_\times=\frac{\ln(153.4/0.776)}{G_1-K}=\frac{5.29}{10.58}=0.50\ \text{nm}.$$

Beyond this height the weak modulation exceeds the ideal corrugation. The law has not failed: the true surface period has changed, and with it the shortest active vector.

## What changes the prefactor

**Polarization of the oxide.** Treat the oxide's electrons as a continuum of permittivity $\epsilon$ filling $z<0$, with a source sheet at depth $s$. Measure potentials in units of $(2\pi\sigma_{\mathbf G}/G)e^{-Gs}$. At the interface the incident and reflected parts in the oxide are $1/\epsilon$ and $r/\epsilon$, and the transmitted part is $T$. Continuity of potential and of normal displacement gives

$$\frac{1+r}{\epsilon}=T,\qquad 1-r=T.$$

Eliminating $r$ gives $(2-T)/\epsilon=T$, hence $T=2/(1+\epsilon)$. It depends on neither $G$ nor $s$, so it rescales the corrugation and leaves the exponent alone. For $\epsilon=3$, $T=0.50$.

**Polarization of the channel.** Let the channel's lower face be at height $h$, and let the channel be thick compared with $1/G_1$. With incident amplitude 1, reflected amplitude $r'$ and transmitted amplitude $t$, matching gives $1+r'=t$ and $1-r'=\epsilon_ct$, so $t=2/(1+\epsilon_c)$. Repeated reflections across the gap are smaller by $e^{-2G_1h}$, about $3\times10^{-6}$ at 0.3 nm, and are dropped. For $\epsilon_c=10$, $t=0.18$.

Taken at face value, the two factors would reduce 269 mV to 24 mV at $h=0.3$ nm, equivalent to raising the channel by $\ln11/G_1=0.113$ nm. The height at which the corrugation energy equals $k_BT$ at 300 K, 25.9 meV, would move from 0.41 to 0.30 nm. These numbers use long-wavelength permittivities and are not estimates for the real interface. The corrugation has a period of only 0.3 nm, at which electrons screen much less than a macroscopic permittivity implies. In the oxide there is a further reason: deep in the perfect crystal each ion sits at a centre of symmetry and acquires no dipole, so only ions near the surface polarize. The true reduction is therefore likely to be much weaker.

The $k_BT$ height is only a yardstick for the potential, not a threshold for carriers. A band electron averages over the 0.3 nm period. For a plane wave of mass $m$ at the band bottom the first-order shift vanishes, and the four components of size $C/8$ give the second-order shift $-4(C/8)^2/(G_1^2/2m)$. With the free-electron mass, $G_1^2/2m=17$ eV, so the shift is 0.26 meV at 0.3 nm and 0.002 meV at 0.41 nm for the bare $C$. This estimate leaves out the channel's own lattice, whose Bloch states can mix the two periods into a long-wavelength moiré potential.

**Rumpling.** If the top anions move outward by $u$, their contribution gains $e^{G_1u}$. The top-plane amplitude changes by $(1+e^{G_1u})/2$. For a rough $u=0.005$ nm this is 1.056, an increase of 5.6% at fixed height above the cation plane.

**Electron tails.** A spherical ion acts as a point charge only outside its electron cloud. Model the anion's electrons by the number density $N\beta^3e^{-\beta s}/(8\pi)$. Electrons beyond radius $r$ contribute $1/s$ instead of $1/r$, so the magnitude of their potential falls below $N/r$ by

$$\frac{N\beta^3}{2}\int_r^\infty\left(\frac{s^2}{r}-s\right)e^{-\beta s}ds.$$

The two integrals are

$$\int_r^\infty s^2e^{-\beta s}ds=e^{-\beta r}\left(\frac{r^2}{\beta}+\frac{2r}{\beta^2}+\frac2{\beta^3}\right),\quad
\int_r^\infty se^{-\beta s}ds=e^{-\beta r}\left(\frac r\beta+\frac1{\beta^2}\right).$$

Dividing the first by $r$ and subtracting the second leaves $e^{-\beta r}[1/\beta^2+2/(\beta^3r)]$. The shortfall is therefore

$$Ne^{-\beta r}\left(\frac1r+\frac\beta2\right).$$

Electrons are negative, so this raises the potential, most strongly above anions, and reduces $C$. A state at depth $I$ below vacuum has an amplitude decaying at rate $\sqrt{2I}$, hence $\beta=2\sqrt{2I}$. With rough values $I=7$ eV and $N=8$, $\beta=27$ nm$^{-1}$. Summed over the top anions, the reduction in this model is 29 mV at 0.3 nm, or 11% of the bare $C$, and 1.1% at 0.5 nm. The model gives all eight electrons the slow decay that belongs only to the outermost tail, so it probably overstates the tail contribution of a real oxide ion. It also leaves out the nonspherical shape of a surface ion.

The tail correction dies faster than $C$. The function $e^{-\beta r}/r$ obeys $(\nabla^2-\beta^2)f=0$ away from its centre, so its lateral component decays at rate $\sqrt{G^2+\beta^2}$. The other term follows by differentiation with respect to $\beta$, which adds at most a factor linear in $z$.

## What does not decay exponentially

**A charged defect.** An isolated charge has no lateral period and hence a continuous range of $G$ down to zero. Directly above a unit charge on the surface, the bare potential is $\int_0^\infty e^{-Gz}dG=1/z$. The oxide factor is the same for every $G$, so the result is $2/[(1+\epsilon_0)z]$. With static permittivity $\epsilon_0=10$, this is 0.87 V at 0.3 nm and 0.52 V at 0.5 nm, without channel screening. These are continuum values used within a few plane spacings of the ions and are good to one digit at best: a lattice of polarizable anions with the same permittivity gives about 0.75 and 0.46 V.

**Thermal ionic motion.** Let the ions' displacements $\mathbf u$ have energy $\tfrac12\mathbf u^{\mathsf T}\mathsf K\mathbf u$ and produce a potential $\phi=\mathbf c\cdot\mathbf u$ at the observation point. A test charge $Q$ there adds $Q\mathbf c\cdot\mathbf u$, which shifts the mean to $\bar{\mathbf u}=-Q\mathsf K^{-1}\mathbf c$. Without the charge, classical statistics gives

$$\langle\phi^2\rangle=k_BT\,\mathbf c^{\mathsf T}\mathsf K^{-1}\mathbf c=-k_BT\,\frac{d\bar\phi}{dQ}.$$

The response follows from reflection at the oxide. For a wave incident from vacuum, $1-r=\epsilon(1+r)$, so $r=-(\epsilon-1)/(\epsilon+1)$. Travel down and back gives $Qr\int_0^\infty e^{-2Gz}dG=Qr/(2z)$. Subtracting the electronic response from the static one isolates the ions:

$$\langle\phi^2\rangle=\frac{k_BT\,\Delta}{2z},\qquad \Delta=\frac{9}{11}-\frac{2}{4}=0.318.$$

At 0.3 nm the variance is $(0.02585)(1.440)(0.318)/0.6=0.0197$ V$^2$, an rms value of 0.14 V. At 0.5 nm it is 0.11 V. These values place the dielectric boundary at the top ion plane. In a lattice of polarizable ions the effective boundary lies about $d/2$ higher, and replacing $z$ by $z-d/2$ gives 0.17 and 0.12 V, so the value at 0.3 nm is uncertain by about a quarter. For the same harmonic ions quantum motion can only increase this, because each mode's $k_BT$ is replaced by $(\omega/2)\coth(\omega/2k_BT)\geq k_BT$. The optical phonons of magnesium oxide have energies above $k_BT$ at 300 K, so the classical values are noticeably low for this model, which also omits channel screening.

## Reading the estimate for a real interface

The lattice constant, permittivities and 0.3 nm gap are rough values for a layered semiconductor on magnesium oxide; the charges $\pm2$ are nominal, and $C$ scales linearly with them. Steps, vacancies and adsorbates break the assumed perfect periodicity, and some of them carry charge. One unit charge directly below the observation point gives about 3 times the bare ideal corrugation at 0.3 nm and about 130 times at 0.5 nm. An extra 0.11 nm of spacing therefore suppresses the static, ideal-period corrugation tenfold, but it gives no comparable protection from charged defects or thermal ionic motion. The remaining values are in the numerical output.

## Table of computed values

```
Cubic lattice constant (rough): 0.42 nm
Ionic charge magnitude (nominal): 2.0 e
Surface cell side b: 0.2970 nm
Plane spacing d: 0.210 nm
Coulomb constant k: 1.4400 V nm
Shortest active reciprocal vector G1: 21.157 nm^-1
Decay rate from direct ion sums: 21.157 nm^-1
Decay length 1/G1: 0.0473 nm
Decay length 1/G1: 0.8932 bohr
Wrong decay length from inactive 2*pi/a: 0.0668 nm
Height for tenfold drop: 0.1088 nm
Extrapolated corrugation prefactor: 153.35 V
Deeper-plane factor: 0.98837
C(0.3 nm): direct 268.7738 mV, formula 268.6783 mV
C(0.4 nm): direct 32.3911 mV, formula 32.3902 mV
C(0.5 nm): direct 3.9048 mV, formula 3.9048 mV
C(0.6 nm): direct 0.4707 mV, formula 0.4707 mV
Next-star fraction at 0.3 nm: 3.544e-04 (dimensionless)
Temperature: 300 K; kT: 25.85 meV
Height where bare corrugation energy equals kT: 0.411 nm
Oxide permittivities (rough): electronic 3.0, static 10.0 (relative)
Channel permittivity (rough): 10.0 (relative)
Oxide polarization factor: 0.500 (dimensionless)
Channel polarization factor: 0.182 (dimensionless)
Combined screening factor: 0.0909 (dimensionless)
Screened C(0.3 nm): 24.43 mV
Screened height for kT: 0.297 nm
Height shift equivalent to screening: 0.113 nm
Outward anion displacement (rough): 0.005 nm
Top-plane rumpling factor: 1.0558 (dimensionless)
Valence-state depth below vacuum (rough): 7.0 eV
Electrons in tail model: 8 per anion
Electron density decay rate beta: 27.11 nm^-1
Electron-tail reduction at 0.3 nm: 28.5913 mV, 10.64 percent of C
Electron-tail reduction at 0.5 nm: 0.0433 mV, 1.11 percent of C
Doubled-period charge modulation: 0.020 e
Doubled-period decay length: 0.0945 nm
Height where doubled-period part overtakes C: 0.500 nm
Doubled-period corrugation at 0.3 nm: 32.472 mV
One-electron-charge defect, directly above at 0.3 nm: 872.7 mV
Classical thermal ionic rms potential at 0.3 nm: 140.5 mV
Doubled-period corrugation at 0.5 nm: 3.915 mV
One-electron-charge defect, directly above at 0.5 nm: 523.6 mV
Classical thermal ionic rms potential at 0.5 nm: 108.8 mV
```
